The Kane-Mele Pfaffian: paired zeros and the Z2 index

Before Wannier functions are built in Kramers pairs for a two-dimensional insulator, one has to decide whether trial functions paired by time reversal can succeed at all. They need a frame of occupied Bloch states that is smooth and periodic over the whole zone and respects time reversal. The Z2 index says whether such a frame exists: even means yes, odd means no. When neither inversion symmetry nor spin conservation is available, the index can be found by counting the phase vortices of one complex function in half of the zone, provided the zeros of that function are isolated points. A twofold rotation symmetry can prevent this (section 2).

**1. Setting and definition**

Let H(k) be a finite matrix, smooth in k = (k1, k2), with k1 and k2 in radians and period 2π. The basis is chosen so that H(k+G) = H(k) for every reciprocal vector G. Time reversal is an antiunitary operator Θ, independent of k, with

Θ² = −1,  ΘH(k)Θ⁻¹ = H(−k),  ⟨Θa|Θb⟩ = ⟨b|a⟩.

A gap separates 2N occupied bands from the rest at every k. Their orthonormal states u_j(k) form the columns of U(k). Define

m_ij(k) = ⟨u_i(k)|Θu_j(k)⟩.

Antiunitarity gives

m_ij = ⟨Θ²u_j|Θu_i⟩ = −⟨u_j|Θu_i⟩ = −m_ji.

The matrix is antisymmetric and so has a Pfaffian, P(k) = Pf m(k). For two occupied bands P = m_12. In general, take anticommuting symbols e_i and set ω = ½ Σ m_ij e_i e_j; then ω^N/N! = Pf(m) e_1…e_2N. Replacing m by BmBᵀ replaces e_a by Σ_i B_ia e_i, and the product of all the symbols acquires the factor det B. Hence

Pf(BmBᵀ) = det B · Pf m,  (Pf m)² = det m.

The second relation follows from the first. Paired row and column elimination writes an invertible antisymmetric m as BJ₀Bᵀ, where J₀ has N diagonal blocks with rows (0, 1) and (−1, 0) and Pf J₀ = det J₀ = 1. Then Pf m = det B and det m = (det B)², and a singular m follows by continuity.

A change of frame U → UV, with V unitary, gives m → V†mV*, because Θ conjugates coefficients. With B = V†,

P → (det V)* P.  (1)

The modulus of P is gauge invariant and its phase is not. A vortex must therefore be measured in a frame that is continuous on a whole disc containing it. Continuity on the surrounding loop alone is not enough, because det V may wind there. The zeros have a direct meaning: Θ maps the occupied space at k onto that at −k, so P(k) = 0 when some occupied state at −k is orthogonal to every occupied state at k.

**2. Zeros at k and −k**

Since Θu_j(k) is occupied at −k, it can be expanded there with a unitary matrix w:

Θu_j(k) = Σ_i u_i(−k) w_ij(k).

Evaluate ⟨Θu_i(k)|Θ(Θu_j(k))⟩ in two ways. By antiunitarity it is ⟨Θu_j(k)|u_i(k)⟩ = m_ij(k)*. By the expansion it is [w†m(−k)w*]_ij. Therefore

m(−k) = w(k) m(k)* w(k)ᵀ,
P(−k) = det w(k) · P(k)*.  (2)

Zeros thus occur at k and −k together. Let k0 be an isolated zero with vorticity n, meaning that arg P grows by 2πn on a small counterclockwise loop. The map k → −k turns the plane by π, so the image loop around −k0 is also counterclockwise. On it,

arg P(−k) = arg det w(k) − arg P(k).

With continuous frames near both points, det w is continuous and nonzero throughout the small disc and has no winding. The vorticity at −k0 is −n.

A time-reversal-invariant momentum (TRIM) satisfies k = −k up to a reciprocal vector. There the same frame serves at k and −k, so m = w is unitary and |P| = |det m|^½ = 1. A pair of zeros therefore cannot meet and annihilate at a TRIM while the gap stays open.

Two real equations, Re P = 0 and Im P = 0, generically fix points in two dimensions. A symmetry can remove one of them. Suppose a twofold rotation C2 is represented in the periodic basis by a matrix independent of k, commutes with Θ, and C = C2Θ obeys C² = +1. Then C preserves k, and one may choose Cu_j = u_j. It follows that

m_ij* = ⟨Cu_i|CΘu_j⟩ = ⟨u_i|Θu_j⟩ = m_ij.

P is then real and its zeros generically form lines. Where such lines occur, the symmetry must be broken before isolated zeros can be counted.

**3. Counting vortices in half the zone**

Take the half zone τ: 0 ≤ k2 ≤ π, with k1 periodic. It is a cylinder. Assume that P has no zero on its two boundary circles; otherwise deform them, keeping each circle invariant under k → −k.

A smooth frame U_s exists on this cylinder. Transport a frame once around k1, undo the final unitary mismatch gradually along the circle, and then transport the result in k2. In this frame the vorticities in τ add up to the winding of P on the boundary:

N_v = (1/2π) ∮_∂τ d arg P_s.  (3)

The boundary is traversed with k1 increasing at k2 = 0 and decreasing at k2 = π.

On each boundary circle now choose another continuous frame, a Kramers gauge,

U(−k) = ΘU(k)J,  (4)

where J consists of N diagonal blocks with rows (0, 1) and (−1, 0). For one pair this means u_2(−k) = Θu_1(k) and u_1(−k) = −Θu_2(k). To construct it, start at k1 = 0 with u_2 = Θu_1 in each pair and transport the frame to k1 = π. Let e^X be the unitary matrix that turns the result into a Kramers frame there. Multiply the transported frame by exp(Xk1/π), and obtain the other half of the circle from (4).

Because J⁻¹ = −J, equation (4) gives ΘU(k) = −U(−k)J. Thus w = −J and det w = 1, and (2) becomes

P(−k) = P(k)*.

At both TRIMs of the circle P = Pf(−J) = (−1)^N. From k1 = 0 to π, arg P therefore changes by 2πa with a an integer. From −π to 0 it changes by the same amount, since arg P is odd in k1 up to a constant and its derivative is even. The winding on each circle is 2a. Let W be the winding at k2 = 0 minus that at k2 = π; W is even.

**4. Connection with Berry phase and curvature**

Define

A_μ = i Σ_j ⟨u_j|∂_μu_j⟩,  F = ∂_1A_2 − ∂_2A_1,

D = (1/2π) [∮_∂τ A_K − ∫_τ F d²k],  (5)

where K marks the Kramers gauge. F is gauge invariant. On the boundary write U_K = U_sV. Then

A_K = A_s + i tr V†dV = A_s − d arg det V,

because tr V†dV = i d arg det V. Stokes' theorem in the smooth frame gives ∮A_s = ∫F. If n_V is the oriented winding of det V,

D = −n_V.

By (1), P_K = (det V)*P_s, so W = N_v − n_V = N_v + D. Hence

N_v = W − D,  N_v ≡ D (mod 2).  (6)

If all zeros are simple, each vorticity is ±1 and the parity of N_v is the parity of their number.

**5. Why D modulo 2 is the index**

First, D modulo 2 does not depend on the Kramers gauge. If U and UV both satisfy (4), then V(−k) = J⁻¹V(k)*J, and so det V(−k) = [det V(k)]*. At a TRIM this relation reads JV = V*J, or VᵀJV = J after multiplication by Vᵀ. Taking Pfaffians gives det V = 1. The argument used for P now shows that det V has even winding on each circle, so D can change only by an even integer.

Secondly, an even D permits a Kramers gauge on the whole zone. Multiplying one Kramers pair on one circle by exp(ipk1), with p an integer, preserves (4) and changes the winding of det V by 2p. An even D can therefore be brought to zero. The matrices V on the two circles then have determinants of equal winding. Loops in U(2N) are classified by this winding, because after the determinant is removed a loop lies in the simply connected group SU(2N). One loop can thus be deformed into the other, and the deformation defines V throughout τ. The frame U_sV fills τ, and (4) carries it to the other half. It can be made smooth by averaging over a small symmetric neighbourhood, projecting on the occupied space and orthonormalizing symmetrically, which preserves (4).

Conversely, a smooth Kramers gauge on the whole zone is also a smooth frame on τ. Stokes' theorem then gives D = 0 in that gauge and an even D in every other. An odd D is therefore the obstruction to such a frame, and this is the Z2 index. When the frame exists, its Fourier transforms are paired Wannier functions that decay faster than any power of distance.

The parity also survives motion of the zeros. If a zero of vorticity n leaves τ, its partner of vorticity −n enters, and N_v changes by −2n.

**6. Evaluation on a grid**

Numerical eigenvectors have unrelated phases at neighbouring points, so differences of arg P alone have no meaning. For neighbours a and b define the link

ℓ_ab = det[U(a)†U(b)].

By (1), P_b ℓ_ab P_a* is gauge invariant. Going counterclockwise around a plaquette, compute

n = (1/2π) [Σ arg(P_b ℓ_ab P_a*) − arg Π ℓ_ab],  (7)

with each argument between −π and π. In a smooth frame every term of the sum is the change of arg P plus arg ℓ, and the last term removes the accumulated Berry phase. The result is an integer for any nonzero P and ℓ, since the product of the terms in the sum has the phase of Πℓ. It equals the vorticity when the grid resolves the phase steps. Summing n over half the plaquettes gives N_v.

Equation (5) offers a route without P. With ⟨u|u+du⟩ = 1 − iA dk, the integral of A along a link is −arg ℓ in the Kramers gauge, and the flux through a plaquette is −arg Πℓ.

**7. A honeycomb model**

Use the basis A↑, A↓, B↑, B↓ and energies in units of a hopping t. The spin blocks are

H_AA = v + s(k)σz,  H_BB = −H_AA,  H_AB = f(k) + R(k),

f = 1 + 0.95 exp(−ik1) + 1.05 exp(−ik2) + t3[exp(−ik1−ik2) + 2 cos(k1−k2)],

s = 2λ[sin k1 − sin k2 + sin(k2−k1)],

R = iλ_R Σ_j exp(−iκ_j)(d_jy σx − d_jx σy).

Here κ = (0, k1, k2), and the unit bond vectors d_j are (√3/2, 1/2), (−√3/2, 1/2) and (0, −1). The staggered potential is v, the intrinsic spin-orbit coupling is λ = 0.2, the Rashba coupling is λ_R, and Θ is iσy times complex conjugation. The lower two bands are filled, so N = 1.

For λ_R = 0 the zeros can be found by hand. Let a(k) be the lower spin-up state. The frame u_1 = a(k), u_2 = Θa(−k) gives

|P(k)| = |⟨a(k)|a(−k)⟩|.

The spin-up block is h·σ, with σ acting on the sublattices. Because f(−k) = f(k)* and s is odd,

h(k) = (Re f, −Im f, v+s),
h(−k) = (Re f, Im f, v−s).

With n and n′ the unit vectors along h(k) and h(−k), |P|² = (1 + n·n′)/2. A zero requires n′ = −n, and hence Re f = 0. If Im f ≠ 0, the second components require |h(k)| = |h(−k)|, and the third then give v−s = −(v+s), or v = 0. For v ≠ 0 a zero therefore needs f = 0 and masses v+s and v−s of opposite sign, that is |s| > |v|.

For t3 = 0, solving f = 0 numerically gives k = (4.278, 2.179) rad in the half zone. There sin k1 = −0.907, sin k2 = 0.821 and sin(k2−k1) = −0.864, so

s = 0.4(−0.907 − 0.821 − 0.864) = −1.037.

For v = 0.3 the masses at k and −k are −0.737 and 1.337. They have opposite signs, and P vanishes. For v = 1.5 they are 0.463 and 2.537; the two spin-up states coincide and |P| = 1.

Rashba coupling λ_R = 0.1 leaves the first zero in place. At f = 0 the matrix separates into the blocks {A↑, B↓} and {A↓, B↑}. The first has diagonal entries v+s = −0.737 and s−v = −1.337, with product 0.985. Its off-diagonal element is at most 3λ_R = 0.3 in modulus, and its square at most 0.09, so both eigenvalues are negative. In the second block the diagonal entries change sign and both eigenvalues are positive. The occupied space is exactly {A↑, B↓}; Θ maps it to {A↓, B↑}, and m = 0.

**8. Reading three cases**

All three cases have λ_R = 0.1. N_v comes from (7) and D from (5), on a grid of 100 by 100 points. The values of W and D belong to one choice of Kramers gauge on the boundary circles; another choice can shift both by the same even integer and leaves N_v unchanged.

With v = 0.3 and t3 = 0, the smallest direct gap on the grid is 1.34 t. There is one zero in τ, with vorticity +1 there and −1 at its partner. The integers are N_v = 1, W = 0 and D = −1, so 1 = 0 − (−1) and the index is odd. No paired smooth frame exists.

With v = 1.5 and t3 = 0, the smallest gap on the grid is 0.96 t. No zero is found, |P| is at least 0.63 on the grid, and N_v = W = D = 0. The index is even.

With v = 0.3 and t3 = 0.8, the smallest gap on the grid is 0.93 t and τ contains four zeros:

(3.510, 1.715) rad, vorticity −1
(4.026, 1.954) rad, vorticity +1
(4.514, 1.622) rad, vorticity −1
(4.593, 2.973) rad, vorticity −1

Their sum is N_v = −1 + 1 − 1 − 1 = −2, while W = 0 and D = 2. The index is even although P vanishes at several points: zeros alone do not make the insulator topological. Inserting the coordinates gives f = 0 to rounding and s = −0.93, −1.03, −0.89 and −0.86. At all four points |s| > v, so each has the mass reversal found above.

The limit λ_R = 0 gives a second reading. Let C be the Chern number of the lower spin-up band, its total flux divided by 2π. In the frame a(k), Θa(−k), the spin-down connection is A_up(−k) and the spin-down curvature is −F_up(−k). Therefore

∮_∂τ A_K = 2∮_∂τ A_up,
∫_τ F d²k = 2∫_τ F_up d²k − 2πC,

D = 2q + C,  q = (1/2π)[∮_∂τ A_up − ∫_τ F_up d²k].

The number q is an integer by the argument that led to D = −n_V, so D ≡ C modulo 2. The computed Chern numbers are 1, 0 and −2 in the three cases. At λ_R = 0 the last insulator has a nonzero spin-up Chern number, but its parity permits a paired smooth frame.

**9. Where the count can fail**

*Resolution.* On the grid the smallest |P| is 0.024 in the first case and 0.002 in the third, although both have true zeros. The grid minimum near a true zero depends on where the grid points fall, and a small |P| gives no vorticity, so the winding should be used. The last zero listed lies 0.17 rad from the boundary k2 = π, while the grid spacing is 0.063 rad. If a coarser grid put it in the wrong half, its partner would be counted in τ, N_v would change by 2 and the parity would be unchanged. In general, when (7) is summed over τ the terms of interior links cancel. On a boundary circle in the Kramers gauge P(−k) = P(k)*, and the link from −b to −a equals ℓ_ab, so mirror links contribute equal terms and a step taken on the wrong branch changes N_v by 2. On a grid that contains the TRIMs, poor resolution of P therefore spoils the list of vortices but not the parity. The parity can still fail if a plaquette flux is not resolved within ±π, or if a term equals ±π to within rounding.

*Lines of zeros.* At v = 0 the model has the C2Θ symmetry of section 2, with C2 exchanging the sublattices and acting as iσz on spin. For λ_R = 0 the zeros fill the line Re f = 0. With λ_R = 0.1 and t3 = 0, minimizing |P| over k1 near the branch of this line with k1 < π at k2 = 2.0, 2.4 and 2.8 rad gives values below 10⁻⁸, which is zero to numerical accuracy. At v = 0.3 the corresponding minima are 0.17, 0.17 and 0.19. On the branch with k1 > π, which passes through the isolated zero at (4.278, 2.179), they are 0.06, 0.07 and 0.16. The approach to the line can be seen for λ_R = 0 where Re f = 0 and s = 0. There h(±k) = (0, ∓Im f, v), and

|P| = |v| / √(v² + (Im f)²).

This vanishes linearly as v → 0 when Im f ≠ 0. A weak staggered potential therefore leaves a narrow valley of small |P|, across which the phase turns quickly, and the grid must resolve it if individual vortices are to be identified. The parity of N_v is protected by the argument above until the steps across the valley reach ±π to within rounding, as they do at v = 0.

*Basis.* Suppose the B amplitudes are multiplied by exp(−iη), η = (k1+k2)/3, the phase of the atomic position within the cell. H is then no longer periodic with the reciprocal lattice, and m becomes U†QΘU, where Q is 1 on A and exp(2iη) on B. At the TRIM (π, 0), 2η = 2π/3. In a Kramers frame Θu_2 = −u_1, so with sublattice weights p_A + p_B = 1 of u_1,

|P|² = |p_A + p_B exp(2πi/3)|² = 1 − 3p_A p_B.

For the first case |P| = 0.55 instead of 1. Since p_A p_B is at most 1/4, |P| is still at least 1/2 and no zero can reach this TRIM. What is lost is the periodicity of P and its value (−1)^N at the TRIMs other than k = 0, both of which the parity argument of section 3 uses. In the three cases of section 8 the count itself survives: Q is diagonal, so m still vanishes at the zeros with f = 0, and the vortex sums over 0 ≤ k1 ≤ 2π remain 1, 0 and −2. The argument of section 3, however, no longer guarantees the parity. Returning the eigenvectors to the periodic basis before P is formed restores both properties.
